# An Excellent Impedance Fit Does Not Identify a Unique Circuit

**The argument under comment.** A lithium plating electrode carries a thin surface film. Its impedance is fitted by a series resistance followed by two parallel resistor-capacitor pairs, one assigned to the film and one to charge transfer. The residuals look like noise, the standard errors are small, and a circuit with one pair fails badly. The argument concludes that the electrode *is* this series circuit, and it converts the second resistance into an exchange current density.

The rejection of the one-pair circuit is sound. The last inference needs a further premise: that no other arrangement of two resistor-capacitor pairs gives the same spectrum. Does that premise hold for a rival familiar from porous coatings, in which the film is insulating but crossed by electrolyte-filled pores, and charge transfer at the pore ends is nested inside the pore branch?

**The two circuits.** I assume linear response, constant positive elements and time dependence \(e^{+j\omega t}\), and write \(s=j\omega\), so that a capacitor has admittance \(sC\). All elements refer to unit electrode area. The series circuit is

\[
Z=R_s+\frac{R_1}{1+sR_1C_1}+\frac{R_2}{1+sR_2C_2}.
\]

This is also the circuit of a uniform conducting film with charge transfer beneath it, since the whole current crosses first the film and then the interface. The nested circuit describes a porous film instead. The intact film supplies \(C_a\). In parallel with it, current passes through the pores, whose resistance \(R_a\) is here called the film resistance, and then through the pair \(R_b,C_b\) at the pore ends:

\[
Z=R_s+\frac{1}{sC_a+\dfrac{1}{R_a+\dfrac{R_b}{1+sR_bC_b}}}.
\]

Each has five elements, so counting parameters gives no preference.

**Reduction to a common form.** Let \(\tau_1=R_1C_1\) and \(\tau_2=R_2C_2\). Over a common denominator, the two arcs of the series circuit have the numerator

\[
R_1(1+s\tau_2)+R_2(1+s\tau_1)=(R_1+R_2)+s(R_1\tau_2+R_2\tau_1).
\]

Therefore

\[
Z-R_s=\frac{R_p+Ns}{1+Ss+Ps^2},
\]

with

\[
R_p=R_1+R_2,\quad N=R_1R_2(C_1+C_2),\quad S=\tau_1+\tau_2,\quad P=\tau_1\tau_2 .
\]

For the nested circuit let \(\tau_b=R_bC_b\). The branch in parallel with \(C_a\) has impedance

\[
R_a+\frac{R_b}{1+s\tau_b}=\frac{R_a+R_b+sR_a\tau_b}{1+s\tau_b}.
\]

Taking the reciprocal, adding \(sC_a\) and inverting again gives

\[
Z-R_s=\frac{R_a+R_b+sR_a\tau_b}{1+s\left[\tau_b+C_a(R_a+R_b)\right]+s^2C_aR_a\tau_b}.
\]

This is the same type of function. The two impedances agree at every frequency if

\[
R_p=R_a+R_b,\quad N=R_a\tau_b,\quad S=\tau_b+C_aR_p,\quad P=C_aR_a\tau_b .
\]

**Solving for the nested elements.** Since \(P=C_aN\),

\[
C_a=\frac{P}{N}=\frac{R_1C_1R_2C_2}{R_1R_2(C_1+C_2)}=\frac{C_1C_2}{C_1+C_2}.
\]

This has a direct meaning. At high frequency the current passes through both capacitors of the series circuit, and \(C_a\) must equal their series combination. The third condition then gives

\[
\tau_b=S-C_aR_p=\frac{(R_1C_1+R_2C_2)(C_1+C_2)-C_1C_2(R_1+R_2)}{C_1+C_2}.
\]

The cross terms cancel, leaving

\[
\tau_b=\frac{D}{C_1+C_2},\qquad D=R_1C_1^2+R_2C_2^2 .
\]

From \(R_a=N/\tau_b\),

\[
R_a=\frac{R_1R_2(C_1+C_2)^2}{D}.
\]

The remaining resistance is \(R_b=R_p-R_a\). Over the denominator \(D\), its numerator is

\[
\begin{aligned}
&(R_1+R_2)(R_1C_1^2+R_2C_2^2)-R_1R_2(C_1+C_2)^2\\
&\quad=R_1^2C_1^2+R_2^2C_2^2-2R_1R_2C_1C_2=(\tau_1-\tau_2)^2 .
\end{aligned}
\]

Hence, using \(C_b=\tau_b/R_b\),

\[
R_b=\frac{(\tau_1-\tau_2)^2}{D},\qquad
C_b=\frac{D^2}{(C_1+C_2)(\tau_1-\tau_2)^2}.
\]

All elements are positive when \(\tau_1\ne\tau_2\). The missing premise is therefore false: every series circuit with two distinct time constants has a nested twin with positive elements. Whether a given film could supply those elements is a separate question, taken up below.

**The converse, and what a fit does determine.** Could some nested circuits lack a series twin? Given a nested circuit, \(\tau_1\) and \(\tau_2\) must be the roots of \(q(\tau)=\tau^2-S\tau+P\). Evaluate \(q\) at \(\tau_z=N/R_p=R_a\tau_b/R_p\):

\[
q(\tau_z)=\tau_z^2-\tau_b\tau_z-C_aR_p\tau_z+C_aR_a\tau_b=\tau_z(\tau_z-\tau_b)<0 .
\]

The last two terms cancel because \(R_p\tau_z=R_a\tau_b\), and the sign follows from \(R_a<R_p\). An upward parabola that is negative at \(\tau_z\) has two distinct real roots on either side of it. Both are positive, since \(S\) and \(P\) are positive.

To find \(R_1\), multiply \(Z-R_s\) by \(1+s\tau_1\) and set \(s=-1/\tau_1\). Treating the other arc alike,

\[
R_1=\frac{R_p\tau_1-N}{\tau_1-\tau_2},\qquad
R_2=\frac{R_p\tau_2-N}{\tau_2-\tau_1}.
\]

With \(\tau_1<\tau_z<\tau_2\), the first fraction has two negative parts and the second two positive parts. Both resistances are positive, and \(C_k=\tau_k/R_k\). Every nested circuit thus has a series twin.

The twin is unique apart from exchanging the labels 1 and 2. The high-frequency limit of \(Z\) fixes \(R_s\). The zero of \(Z-R_s\) lies at \(-1/\tau_z\), which coincides with neither pole, so the fraction is in lowest terms and its four coefficients are fixed by the function. They in turn fix the elements of either circuit. A perfect spectrum therefore determines the element values once the topology has been chosen, but it cannot choose between these two topologies.

**A numerical case.** Take \(R_s=5\), \(R_1=60\) and \(R_2=40\ \Omega\,\mathrm{cm^2}\), with \(C_1=1\) and \(C_2=5\ \mu\mathrm{F/cm^2}\). The time constants are 60 and 200 μs. In these units \(D=60(1)^2+40(5)^2=1060\), and

\[
R_a=\frac{60\cdot40\cdot6^2}{1060}=81.5\ \Omega\,\mathrm{cm^2},\qquad
R_b=\frac{(60-200)^2}{1060}=18.5\ \Omega\,\mathrm{cm^2},
\]

\[
C_a=\frac{1\cdot5}{6}=0.833\ \mu\mathrm{F/cm^2},\qquad
C_b=\frac{1060^2}{6\cdot140^2}=9.55\ \mu\mathrm{F/cm^2}.
\]

At 1 kHz, solving Kirchhoff's equations for each network separately gives \(73.04-39.29j\ \Omega\,\mathrm{cm^2}\) in both cases. The numerical output lists further frequencies.

The physical readings differ. For one-electron kinetics near equilibrium, \(i=i_0F\eta/(RT)\), where \(\eta\) is the overpotential, so the charge-transfer resistance is \(RT/(Fi_0)\). At 298.15 K, \(RT/F=25.69\) mV. The series reading gives \(i_0=25.69/40=0.64\ \mathrm{mA/cm^2}\), and the nested reading gives \(25.69/18.5=1.39\ \mathrm{mA/cm^2}\). The inferred rate changes by a factor of 2.2 with no change in the data. Both values are averages over the whole electrode area; in the nested reading the local rate at the pore ends is larger, by the inverse of the open area fraction.

The film thickness is less sensitive here. Taking a rough relative permittivity \(\varepsilon_r=10\) and \(d=\varepsilon_0\varepsilon_r/C\), the series reading gives 8.9 nm from \(C_1\), and the nested reading gives 10.6 nm from \(C_a\), if the double layer in series with the intact film is neglected. An independent thickness measurement would separate these readings only if the permittivity were known to better than the 20 % difference between them. The neglected double layer narrows the gap further: with 10 to 20 μF/cm² in series, the nested thickness becomes 9.7 to 10.2 nm, only 10 to 15 % above the series value.

**Why the fit statistics do not help.** Synthetic data were generated from the series circuit at 41 frequencies from 10 Hz to 100 kHz. Independent Gaussian noise, with standard deviation 0.1 % of \(|Z|\), was added to the real and imaginary parts. Separate fits of the two circuits both gave \(\chi^2=69.88\) with 77 degrees of freedom. A single ideal arc gave a reduced \(\chi^2\) of about 1400. A single depressed arc, with \(s\tau\) replaced by \((s\tau)^n\) and \(n\) free, fails too: its best fit to the noise-free spectrum leaves a root-mean-square relative misfit of 2.9 %, about twenty times the noise in the same measure. Neither single arc can therefore replace the two-pair circuits.

The equality of the two minima follows from the mapping. Each series spectrum with two distinct time constants is also a nested spectrum, and each nested spectrum is also a series spectrum, so whatever misfit one circuit attains, the other attains too, or approaches as closely as desired if the two time constants coincide. More precise data or a wider frequency range would not alter this.

The fitted charge-transfer resistances were \(39.7\pm0.2\ \Omega\,\mathrm{cm^2}\) in the series circuit and \(18.40\pm0.06\ \Omega\,\mathrm{cm^2}\) in the nested one. They differ by about a hundred times the larger standard error. There is no contradiction: each standard error describes how noise moves an element *within* an assumed circuit. It contains no contribution from doubt about the circuit.

**Would another electrical measurement decide?** A current pulse will not, as long as the response is linear and the capacitors start uncharged. The Laplace-transformed voltage is then \(Z(s)I(s)\), and \(Z\) is common to both networks.

One might still hope that the energy stored inside differs. Under a steady current \(I\), the capacitors of the series circuit hold voltages \(IR_1\) and \(IR_2\), while those of the nested circuit hold \(IR_p\) and \(IR_b\). Expanding the common form of \(Z\) to first order in \(s\) gives \(-Z'(0)=R_pS-N\). Inserting the two sets of coefficients yields

\[
R_pS-N=C_1R_1^2+C_2R_2^2=C_aR_p^2+C_bR_b^2 .
\]

The stored energy is \(I^2/2\) times this quantity, so it too is the same. At \(0.1\ \mathrm{mA/cm^2}\) it is 58 pJ/cm² in both circuits. The energy is distributed differently among the capacitors, but the terminals do not reveal the distribution.

**Do well-separated time constants remove the ambiguity?** That depends on what separates them. If \(C_1/C_2\to0\) at fixed resistances, then \(D\to R_2C_2^2\), and the formulae give \(R_a\to R_1\), \(R_b\to R_2\), \(C_a/C_1\to1\) and \(C_b/C_2\to1\). The circuits remain topologically different, but their element values agree and the choice hardly matters for \(i_0\).

Now let the capacitances be equal, \(C_1=C_2=C\), with \(R_1\ll R_2\). Then \(D=(R_1+R_2)C^2\), and

\[
R_a=\frac{4R_1R_2}{R_1+R_2}\to4R_1,\qquad
C_a=\frac C2,\qquad C_b\to\frac C2 .
\]

The time constants may be separated by any factor, yet the inferred film resistance differs by a factor approaching four. Well-separated time constants do not by themselves make the film readings agree, although in this example \(R_b/R_2\to1\), so \(i_0\) is hardly affected. Nor do they guarantee two visible arcs: at \(\omega=1/\tau_1\) the slower pair still has a reactance of magnitude close to \(1/(\omega C)=R_1\), which hides the small arc.

In the opposite limit, \(\tau_1\to\tau_2\), the nested circuit has \(R_b\to0\) and \(C_b\to\infty\), and the spectrum becomes one arc of resistance \(R_1+R_2\). At equality even the series elements are undetermined: any division of the total resistance, with capacitances chosen to keep both time constants equal, gives the same arc.

**What can discriminate.** A second condition helps if one knows which elements should respond to it. Suppose that a change of condition doubles \(R_2\) in the series circuit and leaves its other elements fixed. In the nested description \(C_a\) stays constant, because it contains no resistance. But

\[
\frac{\partial R_a}{\partial R_2}=R_1(C_1+C_2)^2\,\frac{D-R_2C_2^2}{D^2}
=\frac{R_1^2C_1^2(C_1+C_2)^2}{D^2}>0 ,
\]

so the film resistance \(R_a\) must change. In the example \(R_a\) rises from 81.5 to 83.9 and \(R_b\) from 18.5 to \(56.1\ \Omega\,\mathrm{cm^2}\), while \(C_b\) falls from 9.55 to \(6.12\ \mu\mathrm{F/cm^2}\).

If \(R_b\) alone is allowed to vary, with the other nested elements held at their original values, the best fit to the new spectrum leaves a root-mean-square relative misfit of 5.2 %. The noise assumed above amounts to \(\sqrt2\times0.1\,\%=0.14\,\%\) in the same complex measure. The restricted nested hypothesis would be rejected. The margin depends on holding \(C_b\) fixed: if \(C_b\) may vary together with \(R_b\), the misfit falls to 0.8 %.

The reverse experiment is also informative. Doubling \(R_b\) alone in the nested circuit changes all four arc elements of the series description. In particular, \(C_2\) rises from 5 to \(7.35\ \mu\mathrm{F/cm^2}\), although no capacitor in the underlying network has changed.

What is tested in each case is a circuit *together with* a rule for its variation. If all elements may vary freely from one condition to the next, the equivalence returns at each condition separately.

**Relation to a real electrode.** The element values are rough magnitudes for film-covered lithium in an organic electrolyte; actual resistances depend strongly on the electrolyte and on the film's history.

The pore reading fails a check of magnitudes in this example. Straight pores of length \(d=10.6\) nm, filled with electrolyte of conductivity \(\kappa\approx10\) mS/cm, have \(R_a=d/(\kappa\theta)\), where \(\theta\) is the open area fraction. The value \(R_a=81.5\ \Omega\,\mathrm{cm^2}\) then requires \(\theta\approx1.3\times10^{-6}\), and \(C_b/\theta\) would be about 7 F per cm² of pore end, against some tens of μF/cm² for an ordinary double layer. The access resistance at the pore mouths raises \(\theta\), but even for pores of 1 μm radius \(C_b/\theta\) remains about 0.1 F/cm². Here the nested circuit is therefore an electrical counterexample, not a proposed structure for the film. What excludes the open pores is their geometry together with the bulk conductivity assumed inside them, not the quality of the fit. Paths of conductivity near \(4\times10^{-8}\) S/cm, the order of the \(1.5\times10^{-8}\) S/cm that the series reading gives the film, would bring \(C_b/\theta\) down to 30 μF/cm² at \(\theta\approx0.3\). A nested reading with poorly conducting paths is therefore not excluded by this check.

Among the circuit assumptions, the most exposed is the ideal capacitor, since real arcs are often depressed. Replacing \(s\tau_k\) by \((s\tau_k)^{0.9}\) in both arcs, at fixed resistances and time constants, changes \(Z\) by up to 26 % of its original magnitude in this frequency window, and by 13 % in root mean square. Even after all five elements of the ideal series circuit are refitted, a root-mean-square misfit of 3.4 % remains. This is comparable with the 5.2 % used above for discrimination, so the shape of the arcs must be modelled before such a misfit is interpreted. A single depressed arc fits this spectrum with a misfit of 1.8 %, better than the two ideal arcs, so the margin for rejecting one arc also narrows. Depression does not rescue the original argument: if every capacitor admittance \(sC\) becomes \(s^nQ\) with one common exponent, the algebra holds with \(s\) replaced by \(s^n\) and each \(C\) by \(Q\). For unequal exponents I claim no equivalence.

Temperature also matters. With a rough activation energy of 0.6 eV, the charge-transfer resistance changes by about 8 % per kelvin, so in the series reading a drift of 0.1 K shifts the low-frequency impedance by about 0.3 %, which already exceeds the assumed noise. Cooling the cell would raise this resistance, but the film resistance may change as well, and the one-element rule would then need separate support.

Other neglected effects are small beside the 26 % change found above for depressed arcs:

- Salt diffusion in an ideal 1 mol/L electrolyte, with rough transport data, adds about \(0.016\ \Omega\,\mathrm{cm^2}\) at 10 Hz, where \(Z\) is close to \(105\ \Omega\,\mathrm{cm^2}\).
- For symmetric kinetics, a 5 mV amplitude placed wholly across the charge-transfer step raises the fundamental current by 0.12 %.
- A lead inductance of 0.1 μH, for a 1 cm² electrode, adds a reactance of \(0.063\ \Omega\,\mathrm{cm^2}\) at 100 kHz, or 1.3 % of \(R_s\). This is about twelve times the assumed noise at that frequency: left out of the fit, it adds about 250 to \(\chi^2\) and lowers the fitted \(R_2\) by about \(0.6\ \Omega\,\mathrm{cm^2}\). The inductance lies in series with either circuit and leaves their equivalence intact.

**Requested correction.** For ideal arcs and the noise assumed, the data support a two-time-constant impedance and reject a single arc. They do not support the series topology over the nested one. The exchange current density should be reported as 0.64 mA/cm² *if* the film and the charge-transfer step act in series as separate pairs and the slower pair belongs to charge transfer. The nested circuit fits equally well and would give 1.39 mA/cm², averaged over the electrode area. For the values used here, its reading as open pores filled with bulk electrolyte is excluded by the pore area it implies, not by the fit. In general, choosing between these topologies requires evidence beyond the quality of fit to one linear spectrum, such as a check of magnitudes, independent evidence about the film's structure, or a series of spectra with a justified rule for which elements may change.

## Computed values

```
Series Rs, R1, R2: 5.0, 60.0, 40.0 ohm cm2
Series C1, C2: 1.000, 5.000 uF/cm2
Series time constants: 60.0, 200.0 us
D: 1060.0 ohm uF2/cm2
Nested Ra, Rb: 81.509, 18.491 ohm cm2
Nested Ca, Cb: 0.8333, 9.5544 uF/cm2
Nested inner time constant Rb*Cb: 176.67 us
Z series at 100 Hz: 104.2930 -7.2071j ohm cm2
Z nested at 100 Hz: 104.2930 -7.2071j ohm cm2
Z series at 1000 Hz: 73.0428 -39.2940j ohm cm2
Z nested at 1000 Hz: 73.0428 -39.2940j ohm cm2
Z series at 10000 Hz: 9.1959 -18.0323j ohm cm2
Z nested at 10000 Hz: 9.1959 -18.0323j ohm cm2
Largest relative impedance gap: 8.9e-16
Arbitrary-drive peak voltage: 8.922 mV
Arbitrary-drive voltage gap: 7.5e-15 mV
Stored energy at 0.1 mA/cm2, series: 58.000 pJ/cm2
Stored energy at 0.1 mA/cm2, nested: 58.000 pJ/cm2
Fit window: 10 to 100000 Hz, 41 points
Noise per real or imaginary part: 0.10 % of |Z|
Chi-square series, nested: 69.880218, 69.880218
Degrees of freedom, either two-arc fit: 77
Single-arc reduced chi-square: 1423.3
Fitted series R2: 39.660 +/- 0.216 ohm cm2
Fitted nested Rb: 18.396 +/- 0.062 ohm cm2
Temperature: 298.15 K; RT/F: 25.693 mV
Exchange current, series: 0.642 mA/cm2
Exchange current, nested: 1.389 mA/cm2
Ratio of exchange currents: 2.163
Rough film relative permittivity: 10.0
Film thickness series, nested: 8.85, 10.63 nm
R2 doubled, nested Ra, Rb: 83.883, 56.117 ohm cm2
R2 doubled, nested Ca, Cb: 0.8333, 6.1182 uF/cm2
Rb doubled, series R1, R2: 65.371, 53.119 ohm cm2
Rb doubled, series C1, C2: 0.9398, 7.3540 uF/cm2
R2 doubled, best Rb if only Rb may change: 57.203 ohm cm2
RMS relative misfit of that restriction: 5.21 %
Rough salt concentration: 1.0 mol/L
Rough salt diffusivity: 3.0e-06 cm2/s
Rough lithium transference number: 0.35
Diffusion |Z| at 10 Hz: 0.0164 ohm cm2
Kinetic nonlinearity bound at 5 mV: 0.118 %
Largest Z change for phase exponent 0.9: 25.91 %
Rough lead inductance for 1 cm2: 0.10 uH
Lead reactance at 100000 Hz: 0.0628 ohm cm2
Rough charge-transfer activation energy: 0.60 eV
Charge-transfer resistance drift: 7.83 % per K
```
